\section*{The RKKY range functions in three dimensions and in one, part 2}

Two localised, dimensionless spins $\mathbf S_1$ and $\mathbf S_2$ of length $S$, a distance $R$ apart, are coupled through free electrons of mass $m$, Fermi wavevector $k_F$ and Fermi energy $E_F$. Each acts on the electron spin density $\mathbf s$ at its site through $-J\,\mathbf S_i\cdot\mathbf s$, where $J$ is an energy times volume. On a line $J_1$, an energy times length, replaces $J$. Here $x=2k_FR$, ${\rm Si}(x)=\int_0^x dt\,\sin t/t$, and P marks a principal value. On a line, scattering from occupied $k$ to empty $k'$ gives the second-order energy
\begin{align}
E_{12}&=-\frac{J_1^2}{4\pi^2}\frac{2m}{\hbar^2}\,I_1\,\mathbf S_1\cdot\mathbf S_2,\label{e1}\\
I_1&=4\int_0^{k_F}\!dk\,\cos kR\int_{k_F}^\infty\!dk'\,\frac{\cos k'R}{k'^2-k^2}.\label{i1}
\end{align}
The empty states are taken as all $k'$ minus the occupied ones. The ``all'' part of $I_1$ is $-\pi\,{\rm Si}(x)$. This is zero at $R=0$, where $I_1>0$, so the occupied square must contribute.

In three dimensions that square is zero. Outside a strip $|k'-k|<\epsilon$ it cancels by antisymmetry in $k$ and $k'$; with the integrand written as $B/(k'-k)$, the strip contributes nothing as $\epsilon\to0$ if $B$ has a bounded slope. The energy, proportional to $-I_3$, follows:
\begin{align}
I_3&=\frac{16\pi^2}{R^2}\,\frac{\pi}{2}\int_0^{k_F}\!dk\,k\sin kR\cos kR
=\frac{4\pi^3}{R^2}\int_0^{k_F}\!dk\,k\sin2kR\nonumber\\
&=\frac{4\pi^3}{R^2}\left[-\frac{k\cos2kR}{2R}+\frac{\sin2kR}{4R^2}\right]_0^{k_F}
=\frac{\pi^3}{R^4}(\sin x-x\cos x).
\label{single}
\end{align}
\begin{equation}
\boxed{E_{12}=\frac{J^2mk_F^4}{2\pi^3\hbar^2}\,F(x)\,\mathbf S_1\cdot\mathbf S_2,\qquad F(x)=\frac{x\cos x-\sin x}{x^4}}
\label{rkky3}
\end{equation}
The coefficient of $\mathbf S_1\cdot\mathbf S_2$ is also $-\frac12J^2$ times the Fourier transform of the Lindhard function, with $u=q/2k_F$ and density of states per spin $\rho=mk_F/(2\pi^2\hbar^2)$:
\begin{equation}
\chi(q)=\rho\left[\frac12+\frac{1-u^2}{4u}\ln\left|\frac{1+u}{1-u}\right|\right].
\label{lind}
\end{equation}
At temperature $T$, with $s=2Rk_BT/\hbar v_F$ and $v_F=\hbar k_F/m$, the oscillation is multiplied by
\begin{equation}
A(s)=\int_{-\infty}^\infty\!\frac{e^{isw}\,dw}{4\cosh^2(w/2)}=\frac{\pi s}{\sinh\pi s}.
\label{thermal}
\end{equation}
Far from the origin, $r$ times the energy is the real part of $e^{iKr}g(r)$, with $K=2k_F$. Spreading the contact into a Gaussian of width $a$ along each axis gives
\begin{equation}
e^{iKr}g(r)\;\to\;e^{-K^2a^2}e^{iKr}\,\overline{g(r+2iKa^2)},
\label{form}
\end{equation}
where the bar is the remaining average of $g$. The amplitude gains $e^{-4k_F^2a^2}$ and the phase shifts by about $-\varphi$, with $\varphi=8k_Fa^2/R$.

\subsection{The occupied square in one dimension}

The piece to be subtracted is
\begin{equation}
T_1=4\int_0^{k_F}\!dk\;{\rm P}\!\int_0^{k_F}\!dk'\,\frac{\cos kR\cos k'R}{k'^2-k^2}.
\end{equation}
The denominator vanishes on the two lines $k'=k$ and $k'=-k$, which cross at the origin, and the numerator is 1 there. Separate that value by writing $\cos kR\cos k'R=1+N(k,k')$.

For the part with $N$, the argument of the three-dimensional case applies. From $1-\cos a\cos b=(1-\cos a)+\cos a\,(1-\cos b)$ follows $|N|\le R^2(k^2+k'^2)/2$. Hence $B=N/(k+k')$ is bounded. Its slope in $k'$ is bounded as well, because $|\partial N/\partial k'|\le R^2k'$ and $k^2+k'^2\le(k+k')^2$. The strip around the diagonal contributes nothing as its width shrinks, and antisymmetry makes the rest zero.

For the part with 1, do the integrals in the stated order. The inner one is
\begin{equation}
{\rm P}\!\int_0^{k_F}\!\frac{dk'}{k'^2-k^2}=\frac{1}{2k}\left[\ln\left|\frac{k'-k}{k'+k}\right|\right]_0^{k_F}=\frac{1}{2k}\ln\frac{k_F-k}{k_F+k}.
\end{equation}
The infinite logarithms on the two sides of the pole cancel in the principal value, and the lower limit gives $\ln1=0$. With $t=k/k_F$ and $\ln[(1+t)/(1-t)]=2\sum_{n\ge0}t^{2n+1}/(2n+1)$,
\begin{equation}
T_1=-2\int_0^1\!\frac{dt}{t}\ln\frac{1+t}{1-t}=-4\sum_{n=0}^\infty\frac{1}{(2n+1)^2}=-4\cdot\frac{\pi^2}{8}=-\frac{\pi^2}{2}.
\label{square}
\end{equation}
The value does not depend on $R$. Direct evaluation in this order gives $-4.9348$ at $x=1$, 4 and 7, and $-\pi^2/2=-4.9348$.

The reason lies in scaling. Near the origin $dk\,dk'/(k'^2-k^2)$ is unchanged when both wavevectors are multiplied by the same number. Narrowing the strip $|k'-k|<\epsilon$ therefore does not reduce what it contributes from the region $k\sim\epsilon$. Exchanging the order of integration, which antisymmetry requires, changes the value by a finite amount. In three dimensions the volume elements supply a factor $k^2k'^2$, which removes this effect.

\subsection{Yafet's result}

All minus occupied gives
\begin{equation}
I_1=-\pi\,{\rm Si}(x)+\frac{\pi^2}{2}=\pi\left[\frac{\pi}{2}-{\rm Si}(x)\right],
\end{equation}
and with equation (\ref{e1})
\begin{equation}
\boxed{E_{12}=-\frac{J_1^2m}{2\pi\hbar^2}\left[\frac{\pi}{2}-{\rm Si}(x)\right]\mathbf S_1\cdot\mathbf S_2}
\label{rkky1}
\end{equation}
The constant makes the coupling vanish at infinite distance, as it must. At $R\to0$ the bracket is $\pi/2$, and parallel spins are favoured, as in three dimensions. At large $x$, integration by parts gives
\begin{equation}
\frac{\pi}{2}-{\rm Si}(x)=\int_x^\infty\!dt\,\frac{\sin t}{t}=\frac{\cos x}{x}+\frac{\sin x}{x^2}+\dots
\end{equation}
The first change of sign is at $x=1.9264$. The table compares the correct function with the one that lacks the constant.
\begin{center}
\begin{tabular}{rrrr}
$x$ & $\pi/2-{\rm Si}$ & $-{\rm Si}$ & $\cos x/x$\\
\hline
1.0 & 0.6247 & $-0.9461$ & 0.5403\\
4.0 & $-0.1874$ & $-1.7582$ & $-0.1634$\\
7.0 & 0.1162 & $-1.4546$ & 0.1077\\
50.0 & 0.0192 & $-1.5516$ & 0.0193
\end{tabular}
\end{center}

Two independent calculations support the constant and the prefactor. Direct quadrature of equation (\ref{i1}) gives $-0.58876$ at $x=4$ and $0.36505$ at $x=7$, equal to $\pi[\pi/2-{\rm Si}(x)]$ in all printed digits. The second calculation diagonalises the electrons on a ring with two fixed classical spins, weakly coupled, once parallel and once antiparallel. The energy difference is $2S^2$ times the coefficient of $\mathbf S_1\cdot\mathbf S_2$. Extrapolated from 41 and 81 electrons per spin direction, it corresponds to $I_1=-0.595$ and $0.365$ at the same two values of $x$.

For fixed classical spins, second order is accurate when scattering at the Fermi level is weak, which on a line means $m|J_1|S/(2\hbar^2k_F)\ll1$. At fixed $k_FR$ this condition is lost at low density, however small $J_1$ is. The limit $k_F\to0$ at fixed $R$ is different: the formula tends to a finite coupling, and for fixed classical spins with $m|J_1|SR/\hbar^2\ll1$ this limit is correct. Two parallel spins together bind one electron with energy $mJ_1^2S^2/(2\hbar^2)$, while for antiparallel spins the binding is of higher order in $J_1$. The difference is just what equation (\ref{rkky1}) gives. For quantum spins with $J_1<0$ there is a further limit at low temperature, the logarithmic growth of the next order described below under Kondo screening. Interactions between the electrons are also left out.

\subsection{Example: two iron-like moments in a gold-like host}

Take $k_F=12~{\rm nm^{-1}}$, $S=2$ and the free-electron mass. Let the exchange be $-0.6$~eV acting over an atomic volume of $0.017~{\rm nm^3}$, so that $J=-0.0102~{\rm eV\,nm^3}$. These are rough round values in the regime of dilute iron in gold. With $\hbar^2/m=0.0762~{\rm eV\,nm^2}$ the prefactor is
\begin{equation}
\frac{J^2mk_F^4}{2\pi^3\hbar^2}=\frac{(0.0102)^2\times12^4}{2\pi^3\times0.0762}~{\rm eV}=0.457~{\rm eV}.
\end{equation}
At $R=0.6$~nm, $x=2\times12\times0.6=14.4$ and $F=-1.095\times10^{-4}$. The coefficient of $\mathbf S_1\cdot\mathbf S_2$ is $-50~\mu$eV. The Fourier transform of the Lindhard function (\ref{lind}), with an exchange width of 0.001~nm to speed up its convergence, gives $-49.93~\mu$eV against $-49.98~\mu$eV from the closed formula.

Multiplied by $S^2=4$, the energy of parallel spins is $-0.20$~meV, or 2.3~K in magnitude. For classical spins the antiparallel state lies twice this amount, 0.40~meV, higher. At other distances $S^2$ times the coefficient is $2.44$~meV at 0.3~nm, $0.24$~meV at 0.8~nm, $0.061$~meV at 1.0~nm and $-0.065$~meV at 1.2~nm. The sign changes about every $\pi/(2k_F)\approx0.13$~nm, so randomly placed moments receive couplings of both signs.

\subsection{What the model leaves out, for these numbers}

\paragraph{Position within the oscillation.} At $x=14.4$ the oscillation is close to a zero, and small shifts of phase matter. Raising $k_F$ by 5\%, with $J$, $m$ and $R$ held fixed, changes $-0.20$~meV to $-0.56$~meV. A Fermi surface that is not a sphere can cause shifts of this kind. The non-magnetic part of the impurity potential can also shift the phase. If it does so by an unknown angle and leaves the amplitude alone, the leading term may lie anywhere between $\pm0.61$~meV, the envelope $S^2\times0.457~{\rm eV}/x^3$. The amplitude is in general not left alone. A short-range potential of strength $V_0$ multiplies each electron wave at the site by $1/(1-V_0g)$, where $g=g'-i\pi\rho$ is the local Green function at the Fermi level; the phase of this factor is the phase shift $\delta$. Two waves meet at each of the two sites, so the phase of the leading term shifts by $4\delta$. If $g'=0$, as in a band symmetric about the Fermi level, the factor is $\cos\delta\,e^{i\delta}$ and the leading term is reduced by $\cos^4\delta$. If $V_0g'>0$, as for an attractive well among free electrons, the wave at the site can be enlarged, and the envelope is then not an upper bound.

\paragraph{Higher orders in the exchange.} If $g'=0$, a fixed classical spin gives the two electron spins opposite phase shifts $\pm\delta_s$, with $\tan\delta_s=\pi\rho|J|S/2=0.256$. The difference of their scattering amplitudes is proportional to $\sin2\delta_s$, where second order has $2\tan\delta_s$. With one such factor from each site, the leading term is multiplied by $\cos^4\delta_s=0.88$. This number depends on the assumption $g'=0$. In general the difference is $2v/(1-v^2g^2)$ with $v=|J|S/2$, so for $g'\neq0$ the two shifts are unequal and the factor gains a phase. For a Gaussian exchange of width 0.035~nm among free electrons the s-wave shifts are about $+0.28$ and $-0.17$, and the leading term keeps nearly its size while its phase moves by about 0.26. Second order thus gives the amplitude fairly for these values, but not the value close to a zero of the oscillation.

\paragraph{Extent of the exchange.} For $a=0.035$~nm, a rough size for a 3d shell, the far-distance factor $e^{-4k_F^2a^2}$ is 0.49, but the computed factor at 0.6~nm is 0.20. Equation (\ref{form}) explains the difference. The phase shift is $\varphi=8\times12\times0.035^2/0.6=0.196$. The point coupling is proportional to $\cos x-\sin x/x=-0.327$, and $\sin x=0.966$. To first order the shift adds $\varphi\sin x=0.189$, which leaves $-0.138$. The factor is then $0.49\times0.138/0.327=0.21$, close to the computed value. If $J$ is understood as the amplitude for scattering by $2k_F$, the far-distance factor is already contained in it, but the phase shift is not.

\paragraph{Temperature.} At 300~K, with the chemical potential held at $E_F$, averaging over Fermi energies multiplies the coupling at 0.6~nm by 0.9985; at fixed electron number the chemical potential falls by $10^{-4}$~eV and the factor is 0.9981. At 6.02~nm, where $\cos x=1$, the factor is 0.83, in agreement with equation (\ref{thermal}) to within 0.01. The electrons thus carry the coupling almost unchanged to room temperature at short range. The moments themselves are disordered by heat once $k_BT$ well exceeds their coupling, here a few kelvin.

\paragraph{Mean free path.} Since $k\,dk\propto dE$, the integral in equation (\ref{single}) is proportional to $\int dE\,{\rm Im}\,e^{2ikR}$, the product of two electron waves $e^{ikR}$. If disorder damps each averaged wave by $e^{-R/2\ell}$, and the average of the product is taken as the product of the averages, $k$ becomes $k+i/2\ell$ and the coupling is multiplied by about $e^{-R/\ell}$. For a rough $\ell=10$~nm this is 0.942, while the full energy integral gives 0.954. The boundary term of that integral, $k/(iR)$, also changes with $k$. This adds the relative correction
\begin{equation}
\frac{R}{\ell}\,\frac{\sin x}{\sin x-x\cos x}=0.06\times\frac{0.966}{0.966+3.74}=0.012,
\end{equation}
which accounts for the difference. The factor refers to the coupling averaged over disorder, not to one given pair.

\paragraph{Dipole coupling.} Two moments of $2S\mu_B$ have the magnetic energy scale $\mu_0(2S\mu_B)^2/(4\pi R^3)=0.004$~meV, 2\% of the exchange result.

\paragraph{Kondo screening.} For $J<0$ the next order at a single spin grows as the temperature falls. An electron at the Fermi level can scatter twice through an empty state, or through an occupied state whose electron leaves first. Both have negative energy denominators, but the second exchanges two electrons, which reverses its sign, and it has the electron-spin operators in the opposite order. With $g_0=-J>0$ their sum is
\begin{equation}
-\rho g_0^2\Lambda\sum_{ab}S^aS^b[s^a,s^b]=\rho g_0^2\Lambda\,\mathbf S\cdot\mathbf s,\qquad
\Lambda=\int_0^{D}\!\frac{dE}{E}\tanh\frac{E}{2k_BT}.
\end{equation}
Here $[s^a,s^b]=i\sum_c\epsilon_{abc}s^c$, and the same relation holds for $S$; $E$ is measured from the Fermi level, and $\rho$ is taken as constant up to $D$. The correction equals the bare coupling when $\rho g_0\Lambda=1$, that is at $k_BT\sim D\,e^{-1/\rho|J|}$. With $\rho|J|=0.0814$ and $D=E_F=5.49$~eV the condition $\rho g_0\Lambda=1$, solved numerically, gives 0.33~K; the exponential alone gives 0.29~K. It is a rough estimate. It depends exponentially on $J$ and also on how the empty states are cut off: with the parabolic band and an exchange width of 0.035~nm the same condition gives between about 0.1 and 1.2~K, depending on whether $J$ is fixed at zero momentum transfer or for s waves at the Fermi level, and a width of 0.02~nm gives several kelvin. As long as it lies below the pair energy of 2.3~K, it leaves room for the moments to couple before this scattering becomes strong, at this distance. With one channel of electrons at each contact, as in this model, screening can reduce a spin 2 to 3/2 but cannot remove it. A real iron atom couples to electrons through several d channels, which can screen more of its spin. For more distant pairs the order can be reversed.

\subsection{The model beside the real alloy}

Iron in gold does keep its moment down to low temperature, with a Kondo temperature of very roughly a few tenths of a kelvin. The exchange of $-0.6$~eV was chosen to be compatible with that, so the estimate above is not a prediction. The assumption that the real alloy breaks most clearly is the weak, point-like, purely magnetic scatterer in a spherical Fermi sea. An iron atom also scatters electrons strongly without regard to spin, and its 3d shell has a finite size. By the estimates above, the finite size can change the 0.6~nm coupling by a factor of several, strong potential scattering can reduce or enlarge it, and a phase shift can reverse its sign. If $J$ is understood as an effective exchange that already contains the change of amplitude by potential scattering, the model gives for such a pair a rough scale of some tenths of a millielectronvolt. It does not give a reliable sign. Gold also has strong spin--orbit coupling, which permits couplings of a form other than $\mathbf S_1\cdot\mathbf S_2$; the model has none. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
1D double integral I1: x, direct, pi*(pi/2-Si)
  1.0  1.96259  1.96259
  4.0  -0.58876  -0.58876
  7.0  0.36505  0.36505
1D ring diagonalisation: x, I1
  4.0  -0.5948
  7.0  0.3654
-pi^2/2 = -4.9348
occupied square (kF=1): x, 1D, 3D radial
  1.0  -4.9348  -4.3e-08
  4.0  -4.9348  -1.5e-07
  7.0  -4.9348  -2.3e-08
1D range: x, pi/2-Si, wrong -Si, cos(x)/x
  1.0  0.6247  -0.9461  0.5403
  4.0  -0.1874  -1.7582  -0.1634
  7.0  0.1162  -1.4546  0.1077
  14.4  -0.0133  -1.5841  -0.0180
  50.0  0.0192  -1.5516  0.0193
first zero: 3D x = 4.4934, 1D x = 1.9264
kF = 12.0 1/nm, S = 2, R = 0.6 nm
J = -0.6 eV * 0.017 nm^3 = -0.0102 eV nm^3
hbar^2/m = 0.07620 eV nm^2
Fermi energy = 5.486 eV
3D prefactor = 0.4566 eV
x = 14.40, F(x) = -1.0947e-04
coefficient of S1.S2 = -49.98 ueV
same from Lindhard = -49.93 ueV
3D: R (nm), x, S^2*coefficient (meV)
  0.3  7.2  2.4372
  0.6  14.4  -0.1999
  0.8  19.2  0.2377
  1.0  24.0  0.0610
  1.2  28.8  -0.0648
|S^2*coefficient|/kB at R = 2.32 K
neglected effects at R:
  exchange width 0.035 nm: factor 0.204
  far-distance form factor: 0.494
  kF larger by 5%: -0.5579 meV
  envelope S^2*prefactor/x^3: 0.6116 meV
  300 K smearing: factor 0.9985
  300 K at 6.02 nm: factor 0.832
  mean free path 10 nm: factor 0.954
  dipole energy scale: 0.0040 meV
  density of states*|J| = 0.0814
  Kondo scale: 0.33 K
\end{verbatim}
